Guiding-centre drift and resistance minima in a weak periodic magnetic field

1. Result and conditions

A two-dimensional electron gas lies in the perpendicular field

B(x) = B0 + Bm cos Kx,  K = 2π/a,  0 < Bm ≪ B0.

The electrons have charge −e, effective mass m and Fermi speed v. Write R = mv/(eB0) for the cyclotron radius (also called R_c), ω_c = eB0/m, ω_m = eBm/m and z = KR = 2πR/a. An orbit with guiding centre X drifts parallel to the lines of constant field with velocity

v_d = v (Bm/B0) J1(z) sin KX.  (1)

For isotropic elastic scattering with momentum relaxation time τ and ω_cτ ≫ 1, the resistivity for current along x, across the modulation, rises by

Δρ_xx/ρ0 = (ω_mτ)² J1²(z)/[1 − J0²(z)],  (2)

where ρ0 = m/(N e²τ) and N is the areal density. The minima are the positive zeros of J1. For large n they approach

2R = (n + 1/4) a,  n = 1, 2, 3, …  (3)

An electrostatic modulation has its minima near (n − 1/4)a instead. The quarter-period rule (3) is asymptotic; the positions given by (2) are the Bessel zeros.

Equation (1) is of first order in Bm. Conservation of p_y (section 3) gives the exact relation Kx + (Bm/B0) sin Kx = KX + z sin φ, where φ is the velocity angle. At a given φ the modulation therefore shifts x by at most Bm/(B0 K), a small part of a period whenever Bm ≪ B0. No stricter condition is needed when z is large. Close to a zero of J1, where the first-order drift vanishes, terms of higher order remain.

2. The unperturbed orbit

With Bm = 0 the force −e v × B gives

dv_x/dt = −ω_c v_y,  dv_y/dt = ω_c v_x.

Hence v_x = v cos φ and v_y = v sin φ with dφ/dt = ω_c. Integration gives

x = X + R sin φ,  y = Y − R cos φ.

(Check: dx/dt = Rω_c cos φ = v cos φ.) In the gauge A_y = B0 x the Hamiltonian is

H0 = [p_x² + (p_y + eB0 x)²]/(2m).

It does not contain y, so p_y is conserved. Since m v_y = p_y + eB0 x must equal eB0(x − X),

X = −p_y/(eB0).

From R cos φ = m v_x/(eB0) one also has Y = y + p_x/(eB0). The pair (Y, p_y) is canonical and independent of the cyclotron pair (x − X, p_x):

{Y, p_y} = 1,  {Y, p_x} = 0,
{Y, x − X} = {y, p_y}/(eB0) + {p_x, x}/(eB0) = 0.

Written in these variables, H0 = [p_x² + (eB0)²(x − X)²]/(2m) does not depend on p_y separately, so Y is at rest. Any drift comes from the modulation.

3. Drift caused by the modulation

The modulated field follows from A_y = B0 x + (Bm/K) sin Kx, because dA_y/dx = B(x). Expanding the square in the Hamiltonian to first order in Bm gives

H1 = (1/m)(p_y + eB0 x)(eBm/K) sin Kx = (eBm/K) v_y sin Kx.

Since y is still absent, p_y remains conserved and X does not drift. Hamilton's equation for the other coordinate is dY/dt = ∂H1/∂p_y, taken at fixed cyclotron variables. To first order its mean may be computed on the unperturbed circle. There

⟨H1⟩ = (e v Bm/K) ⟨sin φ sin(KX + z sin φ)⟩,

where the brackets average over φ. Expand the second sine:

sin(KX + z sin φ) = sin KX cos(z sin φ) + cos KX sin(z sin φ).

Multiplied by sin φ, the first term is odd in φ and averages to zero. For the second, differentiate J0(z) = ⟨cos(z sin φ)⟩:

−J0′(z) = ⟨sin φ sin(z sin φ)⟩ = J1(z).

Thus

⟨H1⟩ = (e v Bm/K) J1(z) cos KX.  (4)

Because p_y = −eB0 X,

v_d = −(1/eB0) ∂⟨H1⟩/∂X = v (Bm/B0) J1(z) sin KX,

which is (1). Averaging y instead of Y gives the same drift, since p_x returns to its value after each turn.

For a slowly varying field, z ≪ 1, J1 ≈ z/2 and dB/dx = −K Bm sin KX at the guiding centre. Equation (1) becomes

v_d = −(vR/2B0) dB/dx,

the gradient drift: the orbit is more strongly curved on its high-field side and fails to close.

Two tests support this step. Newton's equation was integrated over one turn for z = 0.4, 2.0, 3.8317, 5.3 and 8.0 at KX = 0.7 and 2.0. The part of the drift linear in the amplitude agreed with the formula within 1.3×10⁻⁵, in units of v Bm/B0; this figure also covers the electrostatic and mixed cases of section 7, in the corresponding units. Secondly, the expectation value of H1 was computed in the Landau state with index 22, for 16 values of z from 0.5 to 8. In units of e v Bm/K it differed from J1(z) cos KX at KX = 0 by at most 2.5×10⁻³.

4. From drift to diffusion

The conductivity tensor is e² g times the diffusion tensor, with g the density of states at the Fermi energy. Without modulation or mean field the diffusion constant is D0 = v²τ/2. The drift adds to diffusion along y the time integral of its own correlation function:

ΔD_yy = ∫₀^∞ ⟨v_d(0) v_d(t)⟩ dt.

Guiding centres are uniformly distributed, so ⟨sin² KX⟩ = 1/2 and

⟨v_d²⟩ = (v²/2)(Bm/B0)² J1²(z).

A collision changes the velocity angle from φ to φ′ but leaves the position x unchanged. The new guiding centre is

X′ = X + R sin φ − R sin φ′.

For ω_cτ ≫ 1 the angle φ at the moment of collision is uniformly distributed; for isotropic scattering φ′ is uniform and independent of φ. Therefore

⟨exp(iKX′)⟩ = exp(iKX) ⟨exp(iz sin φ)⟩⟨exp(−iz sin φ′)⟩ = J0²(z) exp(iKX).

The drift velocity thus keeps on average a fraction J0² of its value at each collision. The number k of collisions in time t has a Poisson distribution with mean t/τ, so

⟨v_d(0)v_d(t)⟩ = ⟨v_d²⟩ Σ_k e^(−t/τ) (t/τ)^k J0^(2k)/k!
 = ⟨v_d²⟩ exp[−(1 − J0²)t/τ].

Integration gives

ΔD_yy = τ⟨v_d²⟩/(1 − J0²),
ΔD_yy/D0 = (Bm/B0)² J1²/(1 − J0²).  (5)

The memory factor 1/(1 − J0²) matters when the orbit is small compared with the period, since a collision then moves the guiding centre by only a small part of a period.

5. From diffusion to resistance

Extra conduction along y appears as resistance along x because the Hall field is large. Two components of the resistivity tensor follow from a balance. In a steady state that is uniform along y, continuity makes j_x independent of x. Average the y-momentum balance over a period; the momentum-flux derivative drops out, and

0 = −eN E_y + e⟨N v_x B⟩ − m⟨N v_y⟩/τ.

Here N v_x = −j_x/e is constant, so only the mean field B0 survives in the second term. With ⟨N v_y⟩ = −j_y/e, where j_y is the mean current density,

E_y = ρ0 j_y − (B0/eN) j_x.

Let u = ω_cτ, so that B0/(eN) = ρ0u. Then ρ_yy = ρ0 and ρ_yx = −ρ0u, and reciprocity under reversal of the whole field gives ρ_xy = +ρ0u. Within the linear Boltzmann equation these values do not depend on the strength of the magnetic modulation. A numerical solution with u = 8, ω_mτ = 2 and z = 3 confirmed their magnitudes to 10⁻⁷ in units of ρ0, for isotropic and for small-angle scattering.

Write ρ_xx = rρ0 and σ0 = 1/ρ0. Inverting the tensor gives

σ_yy = σ0 r/(r + u²).

Subtract the value at r = 1 and use r(1 + u²) − (r + u²) = u²(r − 1):

Δσ_yy/σ0 = u²(r − 1)/[(r + u²)(1 + u²)].

For u² ≫ 1 and u² ≫ r the right side is (r − 1)/u². Since Δσ_yy/σ0 = ΔD_yy/D0,

Δρ_xx/ρ0 = (ω_cτ)² ΔD_yy/D0.

Inserting (5) and ω_c Bm/B0 = ω_m gives (2).

The Boltzmann equation was also solved in Fourier harmonics of position and velocity angle, without the guiding-centre approximation. For u = 100, ω_mτ = 0.1 and seven values of z from 0.3 to 8.5, Δρ_xx/[ρ0(ω_mτ)²] differed from J1²/(1 − J0²) by at most 3.5×10⁻⁵.

The limit z → 0 provides an analytical check. With J1² ≈ z²/4 and J0² ≈ 1 − z²/2, equation (2) tends to

Δρ_xx/ρ0 = (ω_mτ)²/2.  (6)

A conductor with a local resistivity gives the same result. Let the mean current along y vanish. Then E_y = −(B0/eN)j_x is uniform, while locally E_y = ρ0 j_y(x) − (B(x)/eN)j_x. Hence

j_y(x) = [B(x) − B0] j_x/(eNρ0).

This circulating current adds to the mean E_x the amount

⟨B j_y⟩/(eN) = ⟨(B − B0)²⟩ j_x/[(eN)²ρ0] = ρ0 j_x (ω_mτ)²/2,

because ⟨(B − B0)²⟩ = Bm²/2 and 1/(eNρ0) = eτ/m. Without the memory factor, (2) would wrongly vanish in this limit.

6. The quarter period

Equation (2) is non-negative and vanishes where J1 does, at z > 0. These zeros are minima when B0 is swept at fixed Bm, N and τ. For large z the average that defines J1 is dominated by the two turning points φ = ±π/2, where the electron moves parallel to the lines of constant field and x is stationary. Put φ = π/2 + θ, so sin φ ≈ 1 − θ²/2. The two points contribute equally:

J1(z) ≈ (1/π) ∫ sin(z − zθ²/2) dθ = √(2/πz) sin(z − π/4).

The shift π/4 comes from the Gaussian integral, that is, from the finite length of orbit near each turning point. The zeros are z = π(n + 1/4), and z = 2πR/a turns this into (3).

For the first correction, set w = √z J1. Bessel's equation becomes w″ + [1 − 3/(4z²)]w = 0. The local wave number is approximately 1 − 3/(8z²), and its integral adds 3/(8z) to the phase. The zeros then satisfy z − π/4 + 3/(8z) = nπ, or

2R/a ≈ n + 1/4 − 3/[8π²(n + 1/4)].  (7)

For the first 30 zeros (7) holds within 5×10⁻⁴. No minimum belongs to n = 0: the first positive zero of J1 is z = 3.83, and as z → 0 the relative rise in resistance tends to (6), not to zero.

For z ≫ 1, J0² is small and (2) becomes

Δρ_xx/ρ0 ≈ (ω_mτ)² [a/(π²R)] sin²(2πR/a − π/4).

At fixed Bm the envelope is proportional to B0, and the maxima lie near 2R/a = n + 3/4.

7. Electrostatic modulation and mixtures

Let the electrons also have the potential energy V0 cos Kx, with |V0| much smaller than the Fermi energy and K|V0| ≪ e v B0. The second condition keeps the shift of x caused by the potential small compared with a period; since K|V0|/(e v B0) is z/2 times the ratio of |V0| to the Fermi energy, it is the stricter one when z is large. The orbit average of the potential energy is V0 J0(z) cos KX, and the same Hamilton equation adds the drift (KV0/eB0) J0(z) sin KX. The total is

v_d = v (Bm/B0) [J1(z) + δ J0(z)] sin KX,  δ = KV0/(e v Bm).  (8)

For the potential alone the flat points are the zeros of J0 ≈ √(2/πz) cos(z − π/4), so 2R/a ≈ n − 1/4. The physical difference is the weight sin φ in the magnetic case: v_y has opposite signs at the two turning points, while a potential acts there with equal sign. This exchanges cosine for sine.

For the mixture, sin θ + δ cos θ = √(1 + δ²) sin(θ + arctan δ) with θ = z − π/4. The zeros move to

2R/a ≈ n + 1/4 − arctan(δ)/π.  (9)

As δ → +∞ this becomes n − 1/4. Here δ > 0 means that the potential-energy maxima coincide with the field maxima. If the two modulations are displaced by a phase α, the mean square drift is proportional to J1² + δ²J0² + 2δJ0J1 cos α. As J0 and J1 have no common zero, this vanishes for δ ≠ 0 only if α is 0 or π; otherwise the minima are partly filled.

8. Worked example

The round parameters are N = 3×10¹¹ cm⁻², m = 0.07 electron masses, mobility μ = 10⁶ cm²/Vs, a = 500 nm, Bm = 5 mT and T = 4.2 K. With N = 0.003 nm⁻²,

k_F = √(2πN) = 0.1373 nm⁻¹,
ω_mτ = μBm = 100 m²/Vs × 0.005 T = 0.500.

From R = ħk_F/(eB0), the field belonging to a given s = 2R/a is

B0 = 2ħk_F/(e a s) = (0.3615 tesla) × (1/s), where s is a pure number.

The quarter-period rule puts the first three minima at 0.289, 0.161 and 0.111 T. The Bessel zeros s = 1.220, 2.233 and 3.238 give 0.296, 0.162 and 0.112 T. The kinetic equation with isotropic scattering has minima at the Bessel values within 0.0005 in s; the ratio Bm/B0 is still only 0.045 at the third. An electrostatic modulation would put its first minimum at 0.472 T.

The choice of formula matters when a density is extracted. At a measured field, N is proportional to s²; using 1.25 for the first minimum instead of 1.2197 overestimates N by 5%.

The maximum between the first two minima is at s = 1.689, B0 = 0.214 T. There J1 = −0.3460 and J0 = −0.0742, so

Δρ_xx/ρ0 = 0.25 × 0.1197/(1 − 0.0055) = 0.0301.

With ρ0 = 20.8 Ω this is 0.63 Ω. The kinetic equation also gives 0.0301. At the minima it leaves between 0.0001 and 0.0003. At given z and given ω_mτ this remainder falls as 1/(ω_cτ)². A longer τ at fixed B0 and Bm raises ω_mτ as well and does not lower the remainder: at the first zero it grows from 1.0×10⁻⁴ to 1.4×10⁻⁴ when τ is quadrupled.

9. What changes the result in a device

The parameters are in the rough range of a good modulation-doped semiconductor heterostructure under a grating of ferromagnetic strips; Bm is deliberately small, to keep the modulation weak. Such devices break three assumptions: scattering from remote dopants favours small angles, the strips can modulate the potential through strain or as gates, and their field is not a single cosine.

Small-angle scattering. Let φ diffuse with mean square change 2t/τ, so that momentum decays at the rate 1/τ. At fixed x, δX = −R cos φ δφ, and the mean square of δX is R²t/τ. The average of exp(iKX) decays as exp[−z²t/(2τ)], which replaces 1 − J0² in (2) by z²/2. This requires little decay during one turn, πz² ≪ ω_cτ. At the maximum above z² = 28 and ω_cτ = 21, so the condition fails and the kinetic equation is needed. For purely small-angle scattering at the same mobility it gives 0.0029 at s = 1.689, a tenth of the isotropic value, and 0.0008 at the first Bessel zero. The first minimum lies at s = 1.229 (0.294 T), about 0.01 above the Bessel zero. The higher minima do not survive in place: the second becomes a very shallow dip near s = 2.6 instead of 2.23, and no third minimum appears up to s = 3.75. In this example the scattering law changes the height greatly and the first minimum little, and it washes out the oscillation at lower fields.

Stray potential. An amplitude of 0.05 meV, about 0.5% of the Fermi energy of 10.3 meV, gives δ = 0.553. The zero of (8) that lies at 0.296 T without the potential moves to 0.338 T if the modulations are in phase and to 0.260 T in antiphase. In antiphase (8) also has an additional zero at higher field, 1.17 T, where z is about 1; it must not be counted as the n = 1 minimum, and Landau quantization, discussed below, is less strongly suppressed there. Among the effects sized here this is the largest threat to the position of the first minimum; for the higher minima of this example purely small-angle scattering does more. At fixed V0 the ratio δ falls as 1/Bm, so a stronger magnetic modulation helps as long as Bm/B0 stays small.

Higher harmonics. To first order their drifts add, and different harmonics are orthogonal in the average over X. Harmonic q contributes a term with J1²(qz), which in general does not vanish at the zeros of J1(z), so the minima are partly filled.

Temperature. A change ε of energy changes the phase 2KR by 2Kε/(eB0v). Averaging a cosine of this phase over the Fermi edge multiplies it by

χ/sinh χ,  χ = 2πKk_BT/(eB0v).

This is the Fourier transform of 1/[4cosh²(t/2)], with t = ε/(k_BT). At 0.214 T and 4.2 K the factor is 0.94; direct quadrature with the full R(ε) agrees. By the large-z form, in which sin² is half of one minus a cosine, a minimum is filled to half of one minus this factor, in units of the envelope. Since χ grows as 1/B0, the filling is about 2%, 5% and 10% at the minima at 0.296, 0.162 and 0.112 T.

Landau quantization. Its oscillations have the phase 2πε/(ħω_c), hence χ = 2π²k_BT/(ħω_c). With k_BT = 0.362 meV and ħω_c = 0.354 meV their thermal factor is 7×10⁻⁸. At 1 K and the same field it would be 0.08, and the semiclassical curve could then need a quantum correction, depending on the damping by collisions.

10. Use of the formulas

Compute k_F from the density, then R and z for each B0, and evaluate (2) with μBm for ω_mτ. Take minima from the zeros of J1; use (3) only where an error of about 0.04/(n + 1/4) in 2R/a is acceptable, and (7) otherwise. If the observed minima are displaced from the zeros by a nearly constant amount in 2R/a, (9) offers an in-phase or antiphase potential as one explanation. The drift (8) must then vanish at each observed minimum, which gives δ = −J1(z)/J0(z). Formula (9) gives δ only approximately at small n: in the example above, solving it for δ at the n = 1 minimum gives an error of about 15%. Do not infer Bm from the height alone unless the scattering law is known. Where small-angle scattering dominates, the zeros of J1 locate the minima reliably only while πz² is small compared with ω_cτ; beyond that the kinetic equation is needed, and the higher minima can be shifted or lost. The numerical output lists the main values of the worked example.

Calculated quantities

```
density = 3.00e+11 cm^-2; mass = 0.07 m_e
mobility = 1.0e+06 cm^2/Vs; period a = 500 nm
modulation Bm = 5.0 mT; temperature = 4.2 K
Fermi wave number = 0.1373 nm^-1
Fermi speed = 2.2706e+05 m/s; Fermi energy = 10.26 meV
relaxation time = 39.80 ps; mean free path = 9037 nm
rho0 = 20.81 ohm; e Bm tau/m = 0.500
energy scale e v Bm/K = 0.0903 meV
minimum n=1: 2R/a rule 1.2500, Bessel 1.2197, Boltzmann 1.2196
  B0: rule 0.2892 T, Bessel 0.2964 T, Boltzmann 0.2964 T
  at Bessel B0: R = 304.9 nm, omega_c tau = 29.64, Bm/B0 = 0.0169
  Boltzmann delta rho/rho0 at its minimum = 0.00010
  electric modulation instead: 2R/a = 0.7655, B0 = 0.4722 T
minimum n=2: 2R/a rule 2.2500, Bessel 2.2331, Boltzmann 2.2329
  B0: rule 0.1607 T, Bessel 0.1619 T, Boltzmann 0.1619 T
  at Bessel B0: R = 558.3 nm, omega_c tau = 16.19, Bm/B0 = 0.0309
  Boltzmann delta rho/rho0 at its minimum = 0.00020
  electric modulation instead: 2R/a = 1.7571, B0 = 0.2057 T
minimum n=3: 2R/a rule 3.2500, Bessel 3.2383, Boltzmann 3.2379
  B0: rule 0.1112 T, Bessel 0.1116 T, Boltzmann 0.1116 T
  at Bessel B0: R = 809.6 nm, omega_c tau = 11.16, Bm/B0 = 0.0448
  Boltzmann delta rho/rho0 at its minimum = 0.00030
  electric modulation instead: 2R/a = 2.7546, B0 = 0.1312 T
maximum between n=1 and 2: 2R/a = 1.6886, B0 = 0.2141 T
  J1 = -0.3460, J0 = -0.0742
  largest drift speed = 1835.0 m/s
  delta rho/rho0: formula 0.03010, Boltzmann 0.03013
  delta rho from formula = 0.6261 ohm
purely small-angle scattering, Boltzmann delta rho/rho0:
  at Bessel n=1: 0.000827; at the maximum above: 0.002881
  local minima for 2R/a from 0.9 to 2.0: 1.225
stray electric modulation = 0.050 meV: ratio delta = 0.5534
  first minimum: 2R/a = 1.0686 (in phase), 1.3902 (antiphase)
  B0 there = 0.3383 T (in phase), 0.2600 T (antiphase)
thermal energy = 0.3619 meV; at the maximum above:
  thermal factor: formula 0.9446, quadrature 0.9444
  Landau spacing = 0.3540 meV; thermal factor of quantum oscillations = 6.95e-08
largest errors in tests: drift/v per Bm/B0 1.3e-05, quantum energy 2.5e-03
  resistance shape function 3.5e-05
```
